\section*{Paraelectric stability boundary of an equibiaxially strained film near zero misfit}

\section*{The problem}

A film of a cubic ferroelectric is grown with its $(001)$ face on a thick substrate. The substrate imposes the same strain $u$ along both in-plane cube axes and no in-plane shear. The top face is free of traction. The polarization $\mathbf P$ is uniform, and electrodes screen its surface charge completely until part (f). Surface and gradient energies are omitted. We ask at which temperature the state $\mathbf P=0$ loses its stability, and how that temperature depends on $u$ near $u=0$.

Axes 1 and 2 lie in the film plane and axis 3 is its normal. The misfit $u$ is measured from the stress-free cubic lattice at the same temperature and is positive in tension. Strains $S_i$ and stresses $\sigma_i$ carry Voigt indices, with engineering shear strains. The energy density is
\begin{equation}
F=L(\mathbf P)+\tfrac12 (S-S^0)^{\mathsf T}c\,(S-S^0),
\label{full}
\end{equation}
where $c$ is the stiffness matrix, the inverse of the cubic compliance matrix $s$, and $S^0$ is the strain that a stress-free crystal would adopt at polarization $\mathbf P$:
\begin{align}
S^0_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2), & S^0_6&=Q_{44}P_1P_2,
\end{align}
with the other components obtained by cyclic permutation. At $S=S^0$ the elastic term vanishes, so $L$ is the Landau energy of the stress-free crystal. We take
\begin{equation}
L=a|\mathbf P|^2+L_4,\qquad a=\frac{T-\theta}{2\varepsilon_0C},\qquad
L_4=a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2 .
\end{equation}
Here $\theta$ is the Curie--Weiss temperature and $C$ the Curie constant. The coefficients $Q$, $s$, $C$, $a_{11}$ and $a_{12}$ do not depend on temperature. This is a mean-field model with linear elasticity and quadratic electrostriction.

\section*{(a) Removing the free strains}

\textit{The substrate fixes $S_1=S_2=u$ and $S_6=0$. Minimise $F$ over the remaining strains and express the elastic energy through the in-plane mismatch.}

\medskip\noindent\textbf{Solution.} Since $\partial F/\partial S_i=[c(S-S^0)]_i=\sigma_i$, minimising over $S_3,S_4,S_5$ gives $\sigma_3=\sigma_4=\sigma_5=0$, which is the free-surface condition. A stable crystal has a positive definite $c$, so this stationary point is the minimum.

Define the mismatches $e_1=u-S^0_1$, $e_2=u-S^0_2$ and $e_6=-S^0_6$. Three stresses remain, and $S-S^0=s\sigma$ gives
\begin{equation}
e_1=s_{11}\sigma_1+s_{12}\sigma_2,\qquad
e_2=s_{12}\sigma_1+s_{11}\sigma_2,\qquad e_6=s_{44}\sigma_6 .
\end{equation}
Adding and subtracting the first two relations separates them:
\begin{equation}
\sigma_1+\sigma_2=\frac{e_1+e_2}{s_{11}+s_{12}},\qquad
\sigma_1-\sigma_2=\frac{e_1-e_2}{s_{11}-s_{12}} .
\end{equation}
The elastic energy is $\frac12(e_1\sigma_1+e_2\sigma_2+e_6\sigma_6)$, because the other components have zero stress. With the identity $e_1\sigma_1+e_2\sigma_2=\frac12[(e_1+e_2)(\sigma_1+\sigma_2)+(e_1-e_2)(\sigma_1-\sigma_2)]$ it becomes
\begin{equation}
F_{\rm el}=\frac{(e_1+e_2)^2}{4(s_{11}+s_{12})}
+\frac{(e_1-e_2)^2}{4(s_{11}-s_{12})}+\frac{e_6^2}{2s_{44}} .
\label{elastic}
\end{equation}
Positive definiteness of $s$ requires $s_{11}-s_{12}>0$, $s_{11}+2s_{12}>0$ and $s_{44}>0$. The combination $s_+\equiv s_{11}+s_{12}=\frac23(s_{11}+2s_{12})+\frac13(s_{11}-s_{12})$ is then positive too, so all three terms are nonnegative.

\section*{(b) The stiffness of each polar mode}

\textit{Expand the film energy in $\mathbf P$ and find the coefficients of the quadratic terms.}

\medskip\noindent\textbf{Solution.} The sum of the two in-plane spontaneous strains is
\begin{equation}
\Sigma\equiv S^0_1+S^0_2=(Q_{11}+Q_{12})(P_1^2+P_2^2)+2Q_{12}P_3^2 .
\end{equation}
An in-plane component stretches its own axis through $Q_{11}$ and acts on the other in-plane axis through $Q_{12}$. The normal component acts on both through $Q_{12}$. Also $e_1+e_2=2u-\Sigma$, and the first term of (\ref{elastic}) is
\begin{equation}
\frac{(2u-\Sigma)^2}{4s_+}=\frac{u^2}{s_+}-\frac{u\Sigma}{s_+}+\frac{\Sigma^2}{4s_+} .
\end{equation}
The other two mismatches are $e_1-e_2=-(Q_{11}-Q_{12})(P_1^2-P_2^2)$ and $e_6=-Q_{44}P_1P_2$. They contain no $u$, and their squares are quartic in $\mathbf P$. Collecting powers gives
\begin{equation}
F=\frac{u^2}{s_+}+A_{\rm in}(P_1^2+P_2^2)+A_{\rm out}P_3^2+W_4(\mathbf P),
\label{film}
\end{equation}
with
\begin{align}
A_{\rm in}&=a-\frac{(Q_{11}+Q_{12})u}{s_+},\qquad
A_{\rm out}=a-\frac{2Q_{12}u}{s_+},\label{A}\\
W_4&=L_4+\frac{\Sigma^2}{4s_+}
+\frac{(Q_{11}-Q_{12})^2(P_1^2-P_2^2)^2}{4(s_{11}-s_{12})}
+\frac{Q_{44}^2P_1^2P_2^2}{2s_{44}} .
\label{W}
\end{align}

The strain terms in (\ref{A}) have a direct meaning. At $\mathbf P=0$ the film carries the stress $\sigma_1=\sigma_2=u/s_+$, and $-u\Sigma/s_+$ is minus the work this stress does on the spontaneous in-plane strain. Tension lowers the energy of a polarization that expands the film plane and raises that of one that shrinks it; compression does the reverse.

\section*{(c) The stability boundary at zero misfit}

\textit{Find the boundary $T_b(u)$ above which $\mathbf P=0$ is locally stable. Is it smooth at $u=0$?}

\medskip\noindent\textbf{Solution.} The matrix of second derivatives of (\ref{film}) at $\mathbf P=0$ is diagonal, with entries $2A_{\rm in},2A_{\rm in},2A_{\rm out}$. Stability requires $A_{\rm in}>0$ and $A_{\rm out}>0$. Setting each coefficient to zero and multiplying by $2\varepsilon_0C$ gives two straight lines,
\begin{equation}
T_{\rm in}=\theta+K(Q_{11}+Q_{12})u,\qquad
T_{\rm out}=\theta+2KQ_{12}u,\qquad K=\frac{2\varepsilon_0C}{s_+} .
\end{equation}
On cooling, the first coefficient to vanish belongs to the higher line:
\begin{equation}
T_b(u)=\theta+K\max\{(Q_{11}+Q_{12})u,\;2Q_{12}u\}.
\label{boundary}
\end{equation}

The difference $T_{\rm in}-T_{\rm out}=K(Q_{11}-Q_{12})u$ changes sign at $u=0$. For $Q_{11}>Q_{12}$ the in-plane modes soften first in tension and the out-of-plane mode softens first in compression. The one-sided slopes are then
\begin{equation}
T_b'(0^-)=2KQ_{12},\qquad T_b'(0^+)=K(Q_{11}+Q_{12}),
\end{equation}
and their difference is $K(Q_{11}-Q_{12})$. For $Q_{11}<Q_{12}$ the two modes exchange roles. Both cases are covered by
\begin{equation}
T_b'(0^+)-T_b'(0^-)=\frac{2\varepsilon_0C\,|Q_{11}-Q_{12}|}{s_{11}+s_{12}} .
\label{jump}
\end{equation}
So the boundary is continuous but not smooth unless $Q_{11}=Q_{12}$. The cusp of the misfit-strain phase diagram is, in this model, a corner with two finite slopes; there is no vertical tangent. Because the right slope exceeds the left one, the corner points down. It is a minimum, giving a V-shaped boundary, when the slopes have opposite signs, that is, when $Q_{12}(Q_{11}+Q_{12})<0$. If both slopes have the same sign, the boundary is monotonic and merely kinked.

The crossing lies at $u=0$ because the unstrained crystal is cubic and its three polar modes are degenerate. It stays sharp because (\ref{film}) has no quadratic term that mixes $P_3$ with an in-plane component. Suppose a fixed perturbation added $gP_1P_3$. The lower eigenvalue of the matrix with diagonal $A_{\rm in},A_{\rm out}$ and off-diagonal $g/2$ is
\begin{equation}
\tfrac12(A_{\rm in}+A_{\rm out})-\tfrac12\sqrt{(A_{\rm in}-A_{\rm out})^2+g^2},
\end{equation}
which is smooth in $u$ for $g\neq0$. It is also no larger than $A_{\rm in}$, the coefficient of the unmixed $P_2$ mode, so it sets the boundary, and the corner is rounded. By contrast, corrections of the form $u^2P_i^2$ have zero slope at $u=0$ and leave (\ref{jump}) unchanged.

\section*{(d) Numbers}

\textit{Evaluate the boundary for the round parameters $\theta=400$~K, $C=1.5\times10^5$~K, $Q_{11}=0.10$, $Q_{12}=-0.04$, $Q_{44}=0.06$~m$^4$/C$^2$, $s_{11}=8$, $s_{12}=-3$, $s_{44}=9$ in units of $10^{-12}$~Pa$^{-1}$.}

\medskip\noindent\textbf{Solution.} Here $s_+=5\times10^{-12}$~Pa$^{-1}$ and $2\varepsilon_0C=2.656\times10^{-6}$~K\,C$^2$/(J\,m), so $K=5.31\times10^5$~K\,C$^2$/m$^4$. For a misfit of 1\%, $u=0.01$, and the slopes are
\begin{align}
K(Q_{11}+Q_{12})\times0.01&=5.31\times10^5\times0.06\times0.01\approx319~\text{K per \%},\\
2KQ_{12}\times0.01&=-5.31\times10^5\times0.08\times0.01\approx-425~\text{K per \%}.
\end{align}
The slope jumps by about 744~K per \%. The lines and their upper envelope are as follows, in kelvin:
\begin{center}
\begin{tabular}{rrrr}
$u$ (\%) & $T_{\rm in}$ & $T_{\rm out}$ & $T_b$\\
$-1.0$ & 81.2 & 825.0 & 825.0\\
$-0.5$ & 240.6 & 612.5 & 612.5\\
$0.0$ & 400.0 & 400.0 & 400.0\\
$+0.5$ & 559.4 & 187.5 & 559.4\\
$+1.0$ & 718.8 & $-25.0$ & 718.8
\end{tabular}
\end{center}
Either sign of misfit raises the boundary. Compression does so more strongly, in the ratio $0.08/0.06=4/3$. The negative entry means that at $+1\%$ the out-of-plane coefficient, in this linear law, does not reach zero at any positive temperature. The stresses involved are large: at $u=+0.5\%$, $\sigma_1=0.005/(5\times10^{-12})=1.0\times10^9$~Pa, and the thickness strain of the paraelectric film is $2s_{12}\sigma_1=-0.6\%$. A real film holds misfits of this size only below a critical thickness, roughly ten to a few tens of nanometres; a thicker film relaxes by misfit dislocations, and $u$ is then the misfit that remains. On a given substrate $u$ also changes with temperature when the thermal expansions of film and substrate differ.

The boundary was tested without using (\ref{film}). The full energy (\ref{full}) was relaxed numerically, its second derivatives at $\mathbf P=0$ were taken by finite differences, and the temperature at which the lowest eigenvalue vanishes was located. It agrees with (\ref{boundary}) within $0.001$~K at seven misfits. Slopes taken over 0.10\% and 0.01\% show the same jump, whereas a curve that is smooth on the scale of these steps would show a jump about ten times smaller at the smaller step.

Three other coefficient pairs test the role of the signs. With $Q_{11}=Q_{12}=0.04$~m$^4$/C$^2$ both slopes are 425~K per \% and the kink is absent. With $(Q_{11},Q_{12})=(0.10,0.02)$ the slopes are about 212 and 638~K per \%, a monotonic kink. The pair $(-0.02,0.06)$ gives the same two slopes, because $Q_{11}+Q_{12}$ and $2Q_{12}$ have merely exchanged their values; now the out-of-plane mode governs the tensile side.

\section*{(e) Is the stability boundary the phase transition?}

\textit{Show that it is if $a_{11}>0$ and $a_{12}>-a_{11}$, and find what can go wrong otherwise.}

\medskip\noindent\textbf{Solution.} Write $x_i=P_i^2\ge0$. Then
\begin{equation}
L_4=\frac{a_{11}}2\sum_{i<j}(x_i-x_j)^2+(a_{11}+a_{12})\sum_{i<j}x_ix_j ,
\end{equation}
because the first sum equals $2\sum_ix_i^2-2\sum_{i<j}x_ix_j$. Both terms are nonnegative, and they vanish together only at $\mathbf P=0$. The clamping terms in (\ref{W}) are squares with positive coefficients, so $W_4>0$ for $\mathbf P\ne0$. On and above the boundary, $A_{\rm in}$ and $A_{\rm out}$ are nonnegative, and $\mathbf P=0$ is therefore the global minimum.

Just below the boundary let $A<0$ be the smaller coefficient, and let $w>0$ be the minimum of $W_4/|\mathbf P|^4$ over all directions. Then $F(\mathbf P)-F(0)\ge A|\mathbf P|^2+w|\mathbf P|^4$. A state with lower energy than $\mathbf P=0$ must have $|\mathbf P|^2<|A|/w$, which tends to zero at the boundary. The transition is continuous. The argument uses only $W_4>0$ in every direction, so the conditions on $a_{11}$ and $a_{12}$ are sufficient but not necessary: the clamping terms can make $W_4$ positive for a moderately negative $a_{11}$, and a crystal with a first-order bulk transition can then have a continuous one as a film.

Take $a_{11}=1\times10^8$ and $a_{12}=3\times10^8$~J\,m$^5$/C$^4$. In compression, minimising $A_{\rm out}P_3^2+bP_3^4$ gives $P_3^2=-A_{\rm out}/(2b)$, where
\begin{equation}
b=a_{11}+\frac{Q_{12}^2}{s_+}=(1.0+3.2)\times10^8=4.2\times10^8~\text{J\,m}^5/\text{C}^4 .
\end{equation}
At 5~K below the boundary, $A_{\rm out}=-5/(2.656\times10^{-6})=-1.88\times10^6$~J\,m/C$^2$, so $P_3=0.047$~C/m$^2$. A numerical global minimisation at $u=-0.5\%$ gives the same value, with no in-plane component. At $u=+0.5\%$ it gives $P_1=P_2=0.036$~C/m$^2$ in magnitude and $P_3=0$. Doubling the distance below the boundary doubles $|\mathbf P|^2$ in both cases, as a continuous transition with a quartic energy requires.

If $W_4$ is negative along the soft direction, the quadratic term vanishes at $T_b$ and a small polarization already lowers the energy. By continuity this remains true slightly above $T_b$, so a first-order transition comes before the stability limit. An example has $a_{11}=-5\times10^8$~J\,m$^5$/C$^4$ and an added term $a_{111}|\mathbf P|^6$ with $a_{111}=1\times10^{10}$~J\,m$^9$/C$^6$. The film quartic along axis 3 is $(-5.0+3.2)\times10^8=-1.8\times10^8$~J\,m$^5$/C$^4$. At $u=-0.5\%$, 1~K above $T_b$, the state $P_3=0.1$~C/m$^2$ has, relative to $\mathbf P=0$, the energy
\begin{equation}
3765-18000+10000=-4235~\text{J/m}^3,
\end{equation}
the terms being quadratic, quartic and sixth-order. The paraelectric state is still locally stable there, but it is no longer the global minimum. Wherever this happens, (\ref{boundary}) is still the stability limit but not the transition line. A negative quartic along a direction that is only nearly soft has the same effect. In the example, $A_{\rm out}P_3^2+bP_3^4+a_{111}P_3^6$ with $b=-1.8\times10^8$~J\,m$^5$/C$^4$ first reaches zero at $P_3^2=-b/(2a_{111})$ when $A_{\rm out}=b^2/(4a_{111})=8.1\times10^5$~J\,m/C$^2$, which is 2.15~K above $T_{\rm out}$. This line stays above $T_{\rm in}$ up to $u=2.15/744\approx0.003\%$, so the first-order transition reaches into small tension, and the corner of the transition line lies there rather than at $u=0$. At larger tension the in-plane quartic, which is positive in this example, takes over, and the transition follows $T_{\rm in}$ continuously.

\section*{(f) What holds the corner at zero misfit?}

\textit{Incomplete screening adds $\frac12\kappa P_3^2$ with $\kappa>0$. Where is the corner now?}

\medskip\noindent\textbf{Solution.} The out-of-plane coefficient becomes $A_{\rm out}+\kappa/2$. The corner lies where it equals $A_{\rm in}$:
\begin{equation}
-\frac{(Q_{11}+Q_{12})u_*}{s_+}=-\frac{2Q_{12}u_*}{s_+}+\frac{\kappa}{2}
\quad\Longrightarrow\quad
u_*=-\frac{\kappa s_+}{2(Q_{11}-Q_{12})} .
\end{equation}
For $Q_{11}>Q_{12}$ this is compressive: the film must be squeezed before the out-of-plane mode, which carries the electrostatic cost, softens ahead of the in-plane modes. Since $\kappa$ shifts one line without tilting it, the slope jump (\ref{jump}) is unchanged.

With $\kappa=1\times10^8$~J\,m/C$^2$ and the parameters of part (d),
\begin{equation}
u_*=-\frac{10^8\times5\times10^{-12}}{2\times0.14}=-1.79\times10^{-3}=-0.179\% .
\end{equation}
The in-plane line gives the temperature there, $400-319\times0.179\approx343$~K. A direct search for the lowest point of the numerical boundary finds the same position and temperature, and returns $u=0$ and 400~K for $\kappa=0$.

The corner of the stability boundary thus sits at zero misfit when strain is the only influence that lifts the degeneracy of the three polar modes. The corner of the transition line shares this position when the transition is continuous; part (e) shows a first-order case in which it is displaced. This calculation keeps $\mathbf P$ uniform; a film that forms domains to reduce its depolarizing field needs a different energy. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model parameters
theta = 400 K, C = 1.50e+05 K
Q11, Q12, Q44 = 0.10, -0.04, 0.06 m^4/C^2
s11, s12, s44 = 8.0e-12, -3.0e-12, 9.0e-12 1/Pa
a11, a12 = 1.0e+08, 3.0e+08 J m^5/C^4
2 eps0 C = 2.6563e-06 K C^2/(J m)
At u = +0.5 %, P = 0: in-plane stress = 1.000 GPa
At u = +0.5 %, P = 0: thickness strain = -0.600 %
u (%) | in-plane line (K) | out-of-plane line (K) | numerical T_b (K)
-1.0 | 81.25 | 825.00 | 825.00
-0.5 | 240.62 | 612.50 | 612.50
-0.1 | 368.12 | 442.50 | 442.50
+0.0 | 400.00 | 400.00 | 400.00
+0.1 | 431.88 | 357.50 | 431.88
+0.5 | 559.38 | 187.50 | 559.38
+1.0 | 718.75 | -25.00 | 718.75
Step 0.10 %: left slope -425.00, right slope 318.75, jump 743.75 K per %
Step 0.01 %: left slope -425.00, right slope 318.75, jump 743.75 K per %
Derived slope jump = 743.75 K per % misfit
Controls: Q11, Q12 (m^4/C^2) | left, right slope (K per %)
+0.04, +0.04 | 425.00, 425.00
+0.10, +0.02 | 212.50, 637.50
-0.02, +0.06 | 212.50, 637.50
Global minimum: u (%) | T - T_b (K) | |P1|, |P2|, |P3| (C/m^2)
-0.5 | -5 | 0.0000, 0.0000, 0.0473
-0.5 | -10 | 0.0000, 0.0000, 0.0669
+0.5 | -5 | 0.0364, 0.0364, 0.0000
+0.5 | -10 | 0.0515, 0.0515, 0.0000
First-order case: a11 = -5.0e+08 J m^5/C^4, a111 = 1.0e+10 J m^9/C^6
Its film quartic along P3 = -1.80e+08 J m^5/C^4
Energy at P3 = 0.1 C/m^2, u = -0.5 %, 1 K above T_b, relative to P = 0: -4235 J/m^3
kappa = 0.0e+00 J m/C^2: corner at u = 0.0000 %, T = 400.00 K
kappa = 1.0e+08 J m/C^2: corner at u = -0.1786 %, T = 343.08 K
\end{verbatim}
